# The j_eff = 1/2 Doublet of a t2g Shell

**Result.** Let one electron occupy the $t_{2g}$ orbitals $yz,zx,xy$ of a cubic site, with spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ and $\lambda>0$. Projected onto these orbitals, the coupling gives a doublet, called $j_{\rm eff}=1/2$, and a quartet, called $j_{\rm eff}=3/2$, at

$$E_{1/2}=+\lambda,\qquad E_{3/2}=-\tfrac12\lambda,\qquad E_{1/2}-E_{3/2}=\tfrac32\lambda. \tag{1}$$

One state of the doublet is

$$|\Phi_\uparrow\rangle=\frac{1}{\sqrt3}\left(|xy\uparrow\rangle+|yz\downarrow\rangle+i|zx\downarrow\rangle\right), \tag{2}$$

and the doublet responds to a weak magnetic field with the isotropic factor

$$g=-\frac{4+g_s}{3}, \tag{3}$$

which is $-2$ when the spin factor $g_s$ is 2.

The orbitals are taken as pure $d$ functions, without ligand admixture. In the full $d$ shell, the quartet level in (1), and with it the splitting, also requires the $e_g$ orbitals to lie far from $t_{2g}$ on the scale of $\lambda$ (above it at an octahedral site, the case treated below). The doublet level does not, and the correction to the quartet is derived below. Atomic units are used, with $\mathbf L=-i\,\mathbf r\times\nabla$ and $\mathbf S=\boldsymbol\sigma/2$. The Zeeman term is $\mu_B\mathbf B\cdot(\mathbf L+g_s\mathbf S)$, where $\mu_B=1/2$. The numerical check checks the results numerically.

## The orbital moment inside t2g

Label the orbitals by the axis missing from each product: $|t_x\rangle=|yz\rangle$, $|t_y\rangle=|zx\rangle$, $|t_z\rangle=|xy\rangle$. Their common normalization and radial factor are unaffected by $\mathbf L$, so it suffices to differentiate the products. With $L_z=-i(x\partial_y-y\partial_x)$,

$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2). \tag{4}$$

The last function belongs to $e_g$ and is removed by the projector $P$ onto $t_{2g}$. The nonzero elements are therefore $\langle t_y|L_z|t_x\rangle=-i$ and $\langle t_x|L_z|t_y\rangle=i$. The cyclic replacement $x\to y\to z\to x$ permutes the three orbitals in the same way as the axes, and so supplies the other two components:

$$\langle t_a|L_b|t_c\rangle=i\,\epsilon_{bac}. \tag{5}$$

For comparison, the $p$ functions obey $L_z x=iy$, $L_z y=-ix$ and $L_z z=0$. Their matrices $l_b$ have elements $-i\epsilon_{bac}$, opposite to (5). Hence

$$P\mathbf LP=-\mathbf l,\qquad l=1. \tag{6}$$

The $t_{2g}$ shell carries an orbital moment of one unit, with its sign reversed relative to a $p$ shell. This sign inverts the order of the spin-orbit levels and fixes the sign of $g$.

## The levels

Since $\mathbf S$ does not act on the orbitals, (6) gives $P\lambda\mathbf L\cdot\mathbf S P=-\lambda\,\mathbf l\cdot\mathbf S$. Define $\mathbf j=\mathbf l+\mathbf S$. Both terms are genuine angular momenta, so $j$ is $1/2$ or $3/2$. Squaring $\mathbf j$ gives

$$-\lambda\,\mathbf l\cdot\mathbf S=-\frac{\lambda}{2}\left[j(j+1)-2-\frac34\right]. \tag{7}$$

For $j=1/2$ the bracket is $3/4-11/4=-2$, and the energy is $+\lambda$. For $j=3/2$ it is $15/4-11/4=1$, and the energy is $-\lambda/2$. The degeneracies $2j+1$ are two and four. This proves (1). The weighted sum $2\lambda-4\lambda/2$ vanishes, as it must because the projected coupling has zero trace.

The word "effective" refers to (6): $\mathbf j$ contains $\mathbf l=-P\mathbf LP$, so it differs from the projection of the true total angular momentum $\mathbf L+\mathbf S$.

## The wavefunction

Write a general state as $\sum_c|t_c\rangle\otimes\psi_c$, with a two-component spinor $\psi_c$ for each orbital. By (5), the projected coupling acts as

$$(P\,\mathbf L\cdot\mathbf S\,P\,\psi)_a=\frac i2\sum_{bc}\epsilon_{bac}\,\sigma_b\psi_c. \tag{8}$$

For any normalized spinor $\chi$, consider

$$|\Phi_\chi\rangle=\frac1{\sqrt3}\sum_a|t_a\rangle\otimes\sigma_a\chi. \tag{9}$$

Because $\sigma_a^2=1$, its overlaps are $\langle\Phi_{\chi'}|\Phi_\chi\rangle=\chi'^\dagger\chi$. To apply (8), use $\sigma_b\sigma_c=\delta_{bc}+i\sum_d\epsilon_{bcd}\sigma_d$. The symmetric term drops out against $\epsilon_{bac}$, and

$$\sum_{bc}\epsilon_{bac}\sigma_b\sigma_c
=i\sum_{bcd}\epsilon_{bac}\epsilon_{bcd}\sigma_d=-2i\sigma_a. \tag{10}$$

The minus sign arises from $\epsilon_{bcd}=-\epsilon_{bdc}$, together with $\sum_{bc}\epsilon_{bac}\epsilon_{bdc}=2\delta_{ad}$. Multiplying (10) by $i/2$ gives $\sigma_a$, so

$$P\,\mathbf L\cdot\mathbf S\,P\,|\Phi_\chi\rangle=|\Phi_\chi\rangle. \tag{11}$$

These states have energy $\lambda$. The two choices of $\chi$ give two orthogonal states, which span the doublet. With $\sigma_x\!\uparrow=\downarrow$, $\sigma_y\!\uparrow=i\downarrow$ and $\sigma_z\!\uparrow=\uparrow$, the choice $\chi=\uparrow$ reproduces (2). With $\sigma_x\!\downarrow=\uparrow$, $\sigma_y\!\downarrow=-i\uparrow$ and $\sigma_z\!\downarrow=-\downarrow$, its partner is

$$|\Phi_\downarrow\rangle=\frac1{\sqrt3}\left(-|xy\downarrow\rangle+|yz\uparrow\rangle-i|zx\uparrow\rangle\right). \tag{12}$$

The norm of $\sigma_a\chi$ is one for each $a$, so every state of the doublet has weight $1/3$ in each orbital. A quartet state is orthogonal to (9) for every $\chi$, which means $\sum_a\sigma_a\psi_a=0$.

The phase $i$ in (2) carries the orbital moment. By (4), the combination $yz+i\,zx$ has $L_z=-1$ within $t_{2g}$. It occurs with probability $2/3$ and spin down, while $xy$ occurs with probability $1/3$ and spin up. Thus

$$\langle L_z\rangle=-\frac23,\qquad \langle S_z\rangle=\frac12\left(\frac13-\frac23\right)=-\frac16. \tag{13}$$

Spin and orbital moments are parallel, which agrees with the positive energy of the doublet for $\lambda>0$.

## The double-group label

Let $R$ be a proper rotation of the cube and $u$ a corresponding spin rotation. A rotation by $2\pi$ changes the sign of $u$, so spinor states are classified by the double group. The function $F=xyz$ obeys $F(R^{-1}\mathbf r)=\eta F(\mathbf r)$ with $\eta=\pm1$, and the $t_{2g}$ functions are its derivatives, $t_a=\partial_aF$. Differentiating the relation for $F$ with respect to $r_b$, and using $(R^{-1})_{ab}=R_{ba}$, gives

$$\sum_a R_{ba}\,t_a(R^{-1}\mathbf r)=\eta\,t_b(\mathbf r)
\;\Rightarrow\;
t_a(R^{-1}\mathbf r)=\eta\sum_bR_{ba}t_b(\mathbf r). \tag{14}$$

The Pauli matrices rotate as a vector, $u\sigma_au^\dagger=\sum_cR_{ca}\sigma_c$. Let $U$ rotate orbitals and spin together. Since $\sum_aR_{ba}R_{ca}=\delta_{bc}$,

$$U|\Phi_\chi\rangle=\frac{\eta}{\sqrt3}\sum_{abc}R_{ba}R_{ca}|t_b\rangle\otimes\sigma_cu\chi
=\eta\,|\Phi_{u\chi}\rangle. \tag{15}$$

The doublet transforms as a spin multiplied by $\eta$. A bare spin has character $2\cos(\theta/2)$ for rotation angle $\theta$. A fourfold rotation reverses the sign of $xyz$, so its character is $-\sqrt2$ for the doublet and $+\sqrt2$ for the bare spin. A threefold rotation about a body diagonal leaves $xyz$ unchanged, and both characters are 1. The bare spin representation is called $\Gamma_6$ and that of the doublet $\Gamma_7$.

## The g factor

In a field weak enough that $\mu_BB\ll\lambda$, the Zeeman term need only be evaluated within the doublet. The spin part is

$$\langle\Phi_{\chi'}|S_b|\Phi_\chi\rangle
=\frac16\chi'^\dagger\sum_a\sigma_a\sigma_b\sigma_a\chi
=-\frac16\chi'^\dagger\sigma_b\chi. \tag{16}$$

In the sum, the term $a=b$ gives $\sigma_b$, while each of the other two gives $-\sigma_b$ by anticommutation. For the orbital part, (5) gives

$$\begin{aligned}
\langle\Phi_{\chi'}|L_b|\Phi_\chi\rangle
&=\frac i3\chi'^\dagger\sum_{ac}\epsilon_{bac}\sigma_a\sigma_c\chi\\
&=\frac{i^2}3\chi'^\dagger\sum_{acd}\epsilon_{bac}\epsilon_{acd}\sigma_d\chi
=-\frac23\chi'^\dagger\sigma_b\chi.
\end{aligned}\tag{17}$$

Here $\epsilon_{bac}=\epsilon_{acb}$, and the contraction over $a,c$ gives $2\delta_{bd}$. Adding $g_s$ times (16) to (17),

$$\mathbf L+g_s\mathbf S\;\to\;-\frac{4+g_s}{6}\,\boldsymbol\sigma
\equiv g\,\frac{\boldsymbol\sigma}{2}, \tag{18}$$

which is (3). The same coefficient multiplies all three components, so the response is isotropic. For $g_s=2$, the orbital part contributes $-4/3$ to $g$ and the spin part $-2/3$. The magnitude matches that of a free spin, although two thirds of the moment is orbital.

The splitting in a static field is $|g|\mu_BB$ and does not reveal the sign. To define the sign independently of the basis, write the moment matrices as $M_b=\frac12\sum_cG_{bc}\sigma_c$. Since $\mathrm{Tr}\,\sigma_a\sigma_b\sigma_c=2i\epsilon_{abc}$,

$$\mathrm{Tr}(M_xM_yM_z)=\frac i4\det G. \tag{19}$$

A change of basis in the doublet leaves the trace unchanged. It can reverse the signs of two principal $g$ values together, but it cannot change $\det G$, the product of all three. For $g_s=2$ that product is $-8$ here and $+8$ for a bare spin. Physically, the Hamiltonian $g\mu_B\mathbf B\cdot\boldsymbol\sigma/2$ makes the moment precess at angular velocity $g\mu_B\mathbf B$, so the doublet precesses in the opposite sense to a free electron spin.

## A finite gap to the eg orbitals

Place $e_g$ at energy $\Delta>0$ above $t_{2g}$, and let $Q$ project onto it. In the full $d$ shell, $X=\mathbf L\cdot\mathbf S$ has eigenvalue $\frac12(\frac{35}4-\frac{27}4)=1$ for total angular momentum $5/2$, and $\frac12(\frac{15}4-\frac{27}4)=-\frac32$ for $3/2$. Therefore $(X-1)(X+\frac32)=0$, or

$$X^2=\frac32-\frac12X. \tag{20}$$

Inserting $P+Q=1$ between the two factors of $X$ in $PX^2P$ gives

$$PXQXP=\frac32P-\frac12PXP-(PXP)^2. \tag{21}$$

On the doublet $PXP=1$, and the right side is $\frac32-\frac12-1=0$. The left side is then the squared norm of $QX\Phi_\chi$, so this vector vanishes. The one-electron doublet consequently remains an eigenstate with energy $\lambda$ for every $\Delta$, and its wavefunction and linear $g$ factor are unchanged. The linear regime now also requires $\mu_BB$ to be small against the distance $E_+-\lambda$ to the upper quartet of (23), which vanishes as $\Delta\to0$.

On the quartet $PXP=-\frac12$, and (21) gives $\frac32+\frac14-\frac14=\frac32$. A normalized quartet state $\psi$ thus couples to a normalized $e_g$ state $\psi'$ through $QX\psi=\sqrt{3/2}\,\psi'$. Applying (21) again gives $PX\psi'=\sqrt{3/2}\,\psi$.

There is no coupling within $e_g$. Indeed $L_z(x^2-y^2)=4i\,xy$ lies in $t_{2g}$ and $L_z(2z^2-x^2-y^2)=0$; cyclic permutation, which maps $e_g$ into itself, extends this to $L_x$ and $L_y$. Hence $QXQ=0$, and each pair $\psi,\psi'$ has the closed matrix

$$\begin{pmatrix}-\lambda/2&\sqrt{3/2}\,\lambda\\ \sqrt{3/2}\,\lambda&\Delta\end{pmatrix}. \tag{22}$$

Its trace is $\Delta-\lambda/2$ and its determinant is $-\lambda\Delta/2-3\lambda^2/2$. The eigenvalues are

$$E_\pm=\frac12\left[\Delta-\frac\lambda2\pm\sqrt{\left(\Delta+\frac\lambda2\right)^2+6\lambda^2}\right]. \tag{23}$$

For $\lambda\ll\Delta$, the root is $\Delta+\lambda/2+3\lambda^2/\Delta$ to second order in $\lambda$, and

$$\lambda-E_-=\frac32\lambda+\frac{3\lambda^2}{2\Delta}+O\!\left(\frac{\lambda^3}{\Delta^2}\right). \tag{24}$$

The finite gap increases the splitting by lowering the quartet. At $\Delta=0$, (23) gives $-3\lambda/2$ and $\lambda$, the two levels of a free-atom $d$ shell.

## Loss of isotropy in a tetragonal field

Now return to the $t_{2g}$ space and raise $xy$ by $\delta$. Both $\delta$ and the coupling conserve $j_z=-L_z+S_z$. With $w=(yz+i\,zx)/\sqrt2$, the states of $j_z=1/2$ are $|xy\uparrow\rangle$ and $|w\downarrow\rangle$. The diagonal energy of the second is $\lambda(-1)(-\frac12)=\lambda/2$. For the off-diagonal element, $S_x\!\downarrow=\frac12\uparrow$ and $S_y\!\downarrow=-\frac i2\uparrow$, while (5) gives $\langle xy|L_x|w\rangle=1/\sqrt2$ and $\langle xy|L_y|w\rangle=i/\sqrt2$. Thus

$$H=\begin{pmatrix}\delta&\lambda/\sqrt2\\ \lambda/\sqrt2&\lambda/2\end{pmatrix}. \tag{25}$$

The upper eigenstate and its time-reversed partner are

$$\begin{aligned}
|+\rangle&=\cos\theta\,|xy\uparrow\rangle+\sin\theta\,|w\downarrow\rangle,\\
|-\rangle&=-\cos\theta\,|xy\downarrow\rangle+\sin\theta\,|w^*\uparrow\rangle,
\end{aligned}\tag{26}$$

where $2\theta$ is the polar angle of the point $(\delta-\lambda/2,\sqrt2\lambda)$, between 0 and $\pi$.

Take $g_s=2$. Along $z$, $g_\parallel/2$ is the expectation value of $L_z+2S_z$ in $|+\rangle$. This operator equals 1 on $xy\uparrow$ and $-2$ on $w\downarrow$, so

$$g_\parallel=2\cos^2\theta-4\sin^2\theta. \tag{27}$$

Across $z$, $g_\perp/2=\langle+|L_x+2S_x|-\rangle$. The spin part is $-\cos^2\theta$, because $\langle w|w^*\rangle=0$. The orbital part uses $\langle xy|L_x|w^*\rangle=-1/\sqrt2$ and $\langle w|L_x|xy\rangle=1/\sqrt2$, and equals $-\sqrt2\sin\theta\cos\theta$. Hence

$$g_\perp=-2\left(\cos^2\theta+\sqrt2\sin\theta\cos\theta\right). \tag{28}$$

At $\delta=0$, $\cos2\theta=-1/3$, so $\cos^2\theta=1/3$ and both factors are $-2$. For $\delta\to+\infty$, the state becomes $xy\uparrow$, with $g_\parallel=2$ and $g_\perp=-2$; the product $g_\parallel g_\perp^2$ is $+8$, as for a bare spin. The product changes sign where $\tan^2\theta=1/2$, that is, at $\delta=\lambda$. This value holds within $t_{2g}$. The shift $\delta$ mixes the doublet with the quartet, which couples to $e_g$, so for $\delta\neq0$ a finite $\Delta$ changes the $g$ factors; for $\lambda=0.4$ eV, $\Delta=3$ eV and unsplit $e_g$ levels the sign changes near $\delta=0.69$ eV. For $\delta\to-\infty$, $g_\parallel\to-4$ and $g_\perp\to0$.

## Five electrons in t2g

In the configuration $t_{2g}^5$, one hole remains in a filled shell. The filled shell has zero total spin-orbit energy, so removing an electron of energy $E$ leaves $-E$. The ground state has its hole in the doublet, at $-\lambda$; the state with a hole in the quartet lies at $+\lambda/2$. The excitation energy is again $3\lambda/2$, with the order of the levels reversed.

In the ground state the quartet is full and one electron occupies the doublet. The full quartet adds no moment, because the contributions of time-reversed partners cancel. The $g$ factor is therefore still (3). This result is confined to $t_{2g}^5$; mixing with configurations containing $e_g$ electrons is not included, and it is not negligible for gaps of a few eV. For $\lambda=0.4$ eV and $\Delta=3$ eV the excitation energy is $0.67$ eV without repulsion, by (23), while $g$ stays at $-2$. Adding repulsion with Slater integrals $F^2=3.9$ eV and $F^4=2.4$ eV in the full $d^5$ shell gives $g\approx-2.17$ and an excitation energy of $0.76$ eV.

## Worked example

Take the model parameters $\lambda=0.4$ eV, $\Delta=3$ eV and, for the distorted site, $\delta=0.1$ eV. Equation (1) places the doublet at $0.4$ eV and the quartet at $-0.2$ eV. Their splitting is $1.5\times0.4=0.6$ eV, or $0.02205$ hartree.

With the finite gap, (23) gives

$$E_-=\frac12\left[3-0.2-\sqrt{3.2^2+6(0.4)^2}\right]=-0.2733\ \text{eV}. \tag{29}$$

The doublet stays at $0.4$ eV, so the splitting is $0.6733$ eV. The increase of $0.0733$ eV is 12% of the $t_{2g}$ value. The second-order term in (24) estimates it as $1.5(0.4)^2/3=0.080$ eV.

For the free-electron value $g_s=2.002319$, (3) gives $g=-2.000773$. In a field of 10 T the linear Zeeman splitting is

$$2.000773\times(5.788382\times10^{-5})\times10=1.158124\times10^{-3}\ \text{eV}. \tag{30}$$

Diagonalization of the full $d$ shell gives this value for a field along 001 and $1.158122\times10^{-3}$ eV along 111. The small difference does not contradict the isotropy of the linear response. Terms even in the field are unchanged by time reversal and shift both doublet states equally, so the first correction to the splitting is cubic. Within $t_{2g}$ alone the Hamiltonian $-\lambda\,\mathbf l\cdot\mathbf S+\mu_B\mathbf B\cdot(-\mathbf l+g_s\mathbf S)$ keeps its form when $\mathbf B$, $\mathbf l$ and $\mathbf S$ are rotated together, so its cubic term is the same for every field direction. The dependence on direction therefore comes from the coupling to $e_g$ and disappears as $\Delta\to\infty$; its size is not derived here. The program asserts that the splitting for four field directions agrees with (30) to within $10^{-5}$ of its value.

For $\delta=0.1$ eV, the point defining $2\theta$ is $(-0.1,0.566)$ eV, which gives $\cos^2\theta=0.413$. The weight of $xy$ has risen from $1/3$ to this value. Equations (27) and (28) then give $g_\parallel=-1.522$ and $g_\perp=-2.219$. Within $t_{2g}$, a distortion energy of one quarter of $\lambda$ thus produces a difference of about $0.70$ between the two factors. These numbers are the limit $\Delta\to\infty$. In the full $d$ shell with $\Delta=3$ eV and unsplit $e_g$ levels, the $xy$ weight is $0.40$, $g_\parallel=-1.66$ and $g_\perp=-2.16$, a difference of $0.50$.

## Table of computed values

```
spin-orbit constant lambda: 0.400 eV
eg gap Delta: 3.000 eV
tetragonal shift delta of xy: 0.100 eV
magnetic field: 10.0 T
Bohr magneton: 5.788382e-05 eV/T
free-spin g_s: 2.002319 (no unit)
t2g quartet level: -0.2000 eV
t2g doublet level: 0.4000 eV
t2g splitting: 0.6000 eV
t2g splitting, converted: 0.022050 hartree
splitting / lambda: 1.5000 (no unit)
doublet amplitude xy up: 0.5774 real, 0.0000 imaginary
doublet amplitude yz down: 0.5774 real, 0.0000 imaginary
doublet amplitude zx down: 0.0000 real, 0.5774 imaginary
weights yz, zx, xy: 0.3333, 0.3333, 0.3333
<L_z> in this state: -0.6667 hbar
<S_z> in this state: -0.1667 hbar
signed g for g_s = 2: -2.000000 (no unit)
signed g for free-spin g_s: -2.000773 (no unit)
g_x g_y g_z, doublet with g_s = 2: -8.0000 (no unit)
g_x g_y g_z, bare spin with g_s = 2: 8.0000 (no unit)
fourfold character: doublet -1.4142, bare spin 1.4142
threefold character: doublet 1.0000, bare spin 1.0000
Zeeman splitting, field along 001: 1.158124e-03 eV
Zeeman splitting, field along 111: 1.158122e-03 eV
full d shell, lower quartet: -0.2733 eV
full d shell, doublet: 0.4000 eV
full d shell, upper quartet: 3.0733 eV
full d shell, doublet minus lower quartet: 0.6733 eV
increase over the t2g splitting: 0.0733 eV
second-order estimate of increase: 0.0800 eV
with delta, xy weight: 0.4130 (no unit)
with delta, g parallel to z: -1.5222 (no unit)
with delta, g perpendicular to z: -2.2185 (no unit)
five electrons, excitation energy: 0.6000 eV
five electrons, signed g for g_s = 2: -2.0000 (no unit)
```
